# Projections at Rotated k and Forces from an Irreducible Wedge: a numerical check

```python
# Result under test, for a space-group operation g = {S|t}, r -> S r + t:
#   P[g(a),l,m](S k) = exp(-i S k.L_a) sum_m' D_l[m,m'](S) P[a,l,m'](k)
#   F_a = (1/|G|) sum_g S F_wedge[g^-1(a)]
# P: projection <beta_alm|psi>; D: rotation matrix of real harmonics, Y(S u) = D(S) Y(u);
# L_a: lattice vector in S tau_a + t = tau_g(a) + L_a; F_wedge: weighted wedge force.
# Model: Gaussian local wells and separable s, p, d projectors, plane waves,
# hartree atomic units, no Hartree, exchange-correlation or ion-ion terms.
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import expit, gamma

cell = np.array([8.0, 8.0, 9.0])           # tetragonal edges, bohr
volume = cell.prod()
cutoff = 3.5                               # hartree
x_site = 0.15
well_depth, well_width = 1.2, 1.2          # hartree, bohr
strength = np.array([0.8, -0.5, 0.3])      # separable energies for s, p, d, hartree
width = np.array([0.8, 0.9, 1.0])          # projector widths, bohr
kT = 0.01                                  # hartree
electrons = 16.0
mesh = np.array([5, 5, 3])
ell = np.array([0] + [1] * 3 + [2] * 5)
E_channel = np.tile(strength[ell], 4)

# ---------- real harmonics and their rotation matrices ----------
def solid_harmonics(v):
    x, y, z = np.moveaxis(v, -1, 0)
    r2 = x*x + y*y + z*z
    c0, c1, c2 = np.sqrt(np.array([1.0, 3.0, 15.0]) / (4*np.pi))
    return np.array([c0 + 0*x, c1*x, c1*y, c1*z, c2*x*y, c2*y*z,
                     c2*(3*z*z - r2)/(2*np.sqrt(3)), c2*x*z, c2*(x*x - y*y)/2])

quad = np.zeros((5, 3, 3))                 # order xy, yz, z2, xz, x2-y2
for m, (i, j) in {0: (0, 1), 1: (1, 2), 3: (0, 2)}.items():
    quad[m, i, j] = quad[m, j, i] = 1/np.sqrt(2)
quad[2] = np.diag([-1, -1, 2])/np.sqrt(6)
quad[4] = np.diag([1, -1, 0])/np.sqrt(2)

def rotation_matrix(S):
    D = np.zeros((9, 9))
    D[0, 0] = 1
    D[1:4, 1:4] = S
    D[4:, 4:] = np.einsum('ji,mjk,kl,nli->mn', S, quad, S, quad)
    return D

rng = np.random.default_rng(3)
w = np.array([0.7, -0.4, 1.1])             # rotation vector, radians
R = expm(np.array([[0, -w[2], w[1]], [w[2], 0, -w[0]], [-w[1], w[0], 0]]))
points = rng.normal(size=(20, 3))
for S in (R, -R):
    assert np.allclose(solid_harmonics(points @ S.T),
                       rotation_matrix(S) @ solid_harmonics(points), atol=1e-12)

def wigner(l):
    m = np.arange(-l, l + 1)
    up = np.diag(np.sqrt(l*(l + 1) - m[:-1]*(m[:-1] + 1.0)), -1)
    J = [(up + up.T)/2, (up - up.T)/2j, np.diag(m)]
    return expm(-1j*sum(w[i]*J[i] for i in range(3)))

h = 1/np.sqrt(2)
C1 = np.array([[h, 0, -h], [1j*h, 0, 1j*h], [0, 1, 0]])
C2 = np.array([[1j*h, 0, 0, 0, -1j*h], [0, 1j*h, 0, 1j*h, 0], [0, 0, 1, 0, 0],
               [0, h, 0, -h, 0], [h, 0, 0, 0, h]])
for l, C, part in ((1, C1, slice(1, 4)), (2, C2, slice(4, 9))):
    assert np.allclose(C @ wigner(l).conj() @ C.conj().T,
                       rotation_matrix(R)[part, part], atol=1e-12)

# ---------- space group and atoms (translations in quarters of the cell) ----------
screw = (np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]]), np.array([2, 2, 1]))
twofold = (np.array([[0, 1, 0], [1, 0, 0], [0, 0, -1]]), np.array([0, 0, 0]))
group = [(np.eye(3, dtype=int), np.zeros(3, dtype=int))]
seen = {tuple(group[0][0].ravel()) + tuple(group[0][1])}
for W, t in group:                         # the list grows until it is closed
    for V, s in (screw, twofold):
        new = (V @ W, (V @ t + s) % 4)
        key = tuple(new[0].ravel()) + tuple(new[1])
        if key not in seen:
            seen.add(key)
            group.append(new)
assert len(group) == 8
tau = [np.array([x_site, x_site, 0.0])]
for _ in range(3):
    tau.append((screw[0] @ tau[-1] + screw[1]/4) % 1)
tau = np.array(tau)

def atom_map(W, t):
    image, shift = [], []
    for a in range(4):
        d = W @ tau[a] + t/4 - tau
        b = np.flatnonzero(np.abs(d - np.rint(d)).max(axis=1) < 1e-9)
        assert len(b) == 1
        image.append(b[0])
        shift.append(np.rint(d[b[0]]).astype(int))
    return np.array(image), np.array(shift)

def projection_transform(W, t, k, keep_phase=True):
    image, shift = atom_map(W, t)
    U = np.zeros((4, 9, 4, 9), complex)
    for a in range(4):
        phase = np.exp(-2j*np.pi*(W @ k) @ shift[a]) if keep_phase else 1
        U[image[a], :, a, :] = phase*rotation_matrix(W)
    return U.reshape(36, 36)

# ---------- plane-wave Hamiltonian ----------
G = np.array(np.meshgrid(*[np.arange(-7, 8)]*3, indexing='ij')).reshape(3, -1).T

def waves(k):
    q = 2*np.pi*(G + k)/cell
    return q[0.5*(q*q).sum(axis=1) <= cutoff + 1e-9]

norm = np.sqrt(2/(width**(2*np.arange(3) + 3)*gamma(np.arange(3) + 1.5)))

def projectors(q, pos):
    q2 = (q*q).sum(axis=1)
    s = width[ell][:, None]
    radial = (norm[ell][:, None]*(2*np.pi)**1.5*s**(2*ell[:, None] + 3)
              * np.exp(-s*s*q2/2)*(1j**ell)[:, None])
    form = radial*solid_harmonics(q)/np.sqrt(volume)
    phase = np.exp(1j*(pos*cell) @ q.T)
    return (phase[:, None, :]*form[None]).reshape(36, -1)

def local_form(q):
    q2 = (q*q).sum(axis=1)
    d2 = q2[:, None] + q2[None] - 2*q @ q.T
    return (-well_depth*(2*np.pi)**1.5*well_width**3/volume
            * np.exp(-well_width**2*d2/2))

def hamiltonian(q, pos):
    B = projectors(q, pos)
    phase = np.exp(1j*(pos*cell) @ q.T)
    return (np.diag(0.5*(q*q).sum(axis=1)) + local_form(q)*(phase.conj().T @ phase)
            + (B.conj().T*E_channel) @ B)

def solve(k):
    q = waves(k)
    e, c = np.linalg.eigh(hamiltonian(q, tau))
    return q, e, c

# projector in reciprocal space against direct real-space integration
axis = np.arange(-20, 21)*0.4
r = np.array(np.meshgrid(axis, axis, axis, indexing='ij')).reshape(3, -1).T
q_test = np.array([[0.6, -0.9, 0.5]])
r2 = (r*r).sum(axis=1)
beta = norm[ell][:, None]*np.exp(-r2/(2*width[ell][:, None]**2))*solid_harmonics(r)
centre = tau[1]*cell
direct = beta @ np.exp(1j*(r + centre) @ q_test[0])*0.4**3/np.sqrt(volume)
assert np.allclose(direct, projectors(q_test, tau)[9:18, 0], atol=1e-9)
assert np.allclose((beta**2).sum(axis=1)*0.4**3, 1, atol=1e-8)

# ---------- mesh, wedge and chemical potential ----------
index = [tuple(i) for i in np.ndindex(*mesh)]

def stars(time_reversal):
    left, result = set(index), []
    for i in index:
        if i in left:
            signs = (1, -1) if time_reversal else (1,)
            star = {tuple(int(v) for v in (s*(W @ np.array(i))) % mesh)
                    for W, t in group for s in signs}
            left -= star
            result.append((i, len(star)))
    return result

wedge = stars(True)
data = {i: solve(np.array(i)/mesh) for i in index}
n_mesh = len(index)

def count(mu):
    return sum(n*2*expit(-(data[i][1] - mu)/kT).sum() for i, n in wedge)/n_mesh

mu = brentq(lambda m: count(m) - electrons, -5, 5, xtol=1e-13)
full_count = sum(2*expit(-(data[i][1] - mu)/kT).sum() for i in index)/n_mesh
assert abs(full_count - electrons) < 1e-8

def occupied(solution):
    q, e, c = solution
    f = 2*expit(-(e - mu)/kT)
    keep = f > 1e-16
    return q, f[keep], c[:, keep]

def projection_density(solution):
    q, f, c = occupied(solution)
    P = projectors(q, tau) @ c
    return (P*f) @ P.conj().T

def force(solution):
    q, f, c = occupied(solution)
    B = projectors(q, tau)
    P = B @ c
    F = np.zeros((4, 3))
    for i in range(3):
        Q = B @ (1j*q[:, i:i+1]*c)         # derivative of P with atom position
        term = (E_channel[:, None]*f*P.conj()*Q).real.sum(axis=1)
        F[:, i] = -2*term.reshape(4, 9).sum(axis=1)
    weighted = local_form(q)*((c*f) @ c.conj().T).T
    phase = np.exp(1j*(tau*cell) @ q.T)
    for a in range(4):
        M = weighted*phase[a].conj()[:, None]*phase[a][None]
        F[a] -= (q.T @ (M.sum(axis=1) - M.sum(axis=0))).imag
    return F

# ---------- projections at rotated k ----------
i_gen = (1, 2, 1)
k_gen = np.array(i_gen)/mesh
q, e, c = data[i_gen]
P0 = projectors(q, tau) @ c[:, 0]
gauge = np.exp(-1j*np.angle(P0[0]))        # s projection on atom 1 real, positive
state = c[:, 0]*gauge
P0 = P0*gauge
rho = projection_density(data[i_gen])
err_state = err_density = 0.0
for W, t in group:
    q_rot = q @ W.T
    c_rot = np.exp(-1j*q_rot @ (t/4*cell))*state
    assert np.abs(hamiltonian(q_rot, tau) @ c_rot - e[0]*c_rot).max() < 1e-10
    B_rot = projectors(q_rot, tau)
    U = projection_transform(W, t, k_gen)
    P_rot = B_rot @ c_rot
    err_state = max(err_state, np.abs(P_rot - U @ P0).max())
    # derivative projections also rotate as Cartesian vectors
    Q0 = np.array([projectors(q, tau) @ (1j*q[:, j]*state) for j in range(3)])
    Q1 = np.array([B_rot @ (1j*q_rot[:, j]*c_rot) for j in range(3)])
    assert np.allclose(Q1, W @ (Q0 @ U.T), atol=1e-10)
    # with the atomic phase removed, one common translation phase remains
    image, shift = atom_map(W, t)
    p0 = np.exp(-2j*np.pi*tau @ k_gen)[:, None]*P0.reshape(4, 9)
    p1 = np.exp(-2j*np.pi*tau @ (W @ k_gen))[:, None]*P_rot.reshape(4, 9)
    common = np.exp(-2j*np.pi*(W @ k_gen) @ (t/4))
    assert np.allclose(p1[image], common*p0 @ rotation_matrix(W).T, atol=1e-10)
    # separate diagonalization at the folded rotated point
    i_rot = tuple(int(v) for v in (W @ np.array(i_gen)) % mesh)
    rho_rot = projection_density(data[i_rot])
    err_density = max(err_density, np.abs(rho_rot - U @ rho @ U.conj().T).max())
assert err_state < 1e-10 and err_density < 1e-9
i_minus = tuple(int(v) for v in (-np.array(i_gen)) % mesh)
assert np.allclose(projection_density(data[i_minus]), rho.conj(), atol=1e-9)

W, t = screw
image, shift = atom_map(W, t)
i_rot = tuple(int(v) for v in (W @ np.array(i_gen)) % mesh)
P_sep = projectors(data[i_rot][0], tau) @ data[i_rot][2][:, 0]
P_bad = projection_transform(W, t, k_gen, keep_phase=False) @ P0
gap = np.abs(np.outer(P_sep, P_sep.conj()) - np.outer(P_bad, P_bad.conj()))
gap = gap.reshape(4, 9, 4, 9).max(axis=(1, 3))
same_atom = np.diag(gap).max()
between_atoms = (gap - np.diag(np.diag(gap))).max()
assert same_atom < 1e-8 and between_atoms > 1e-3

# ---------- forces ----------
F_k = {i: force(data[i]) for i in index}
err_cov = 0.0
for i in index:
    assert np.abs(F_k[i].sum(axis=0)).max() < 1e-9
    minus = tuple(int(v) for v in (-np.array(i)) % mesh)
    assert np.allclose(F_k[minus], F_k[i], atol=1e-9)
    for V, s in group:
        j = tuple(int(v) for v in (V @ np.array(i)) % mesh)
        err_cov = max(err_cov, np.abs(F_k[j][atom_map(V, s)[0]] - F_k[i] @ V.T).max())
assert err_cov < 1e-9
F_full = sum(F_k.values())/n_mesh
F_wedge = sum(n*F_k[i] for i, n in wedge)/n_mesh
F_sym = np.zeros((4, 3))
F_wrong = np.zeros((4, 3))
for V, s in group:
    perm = atom_map(V, s)[0]
    F_sym[perm] += F_wedge @ V.T/len(group)
    F_wrong += F_full[perm] @ V.T/len(group)
err_sym = np.abs(F_sym - F_full).max()
assert err_sym < 1e-9
assert np.abs(F_wedge - F_full).max() > 1e-6
assert np.allclose(F_wrong, F_full/2, atol=1e-9)

def grand_potential(points_k, pos):
    total = 0.0
    for i in points_k:
        ev = np.linalg.eigvalsh(hamiltonian(data[i][0], pos))
        total -= 2*kT*np.logaddexp(0, -(ev - mu)/kT).sum()
    return total/len(points_k)

def difference_force(points_k, direction, step=1e-3):
    shift_pos = np.zeros((4, 3))
    shift_pos[0, direction] = step/cell[direction]
    return -(grand_potential(points_k, tau + shift_pos)
             - grand_potential(points_k, tau - shift_pos))/(2*step)

fd_gen = np.array([difference_force([i_gen], j) for j in range(3)])
assert np.allclose(fd_gen, F_k[i_gen][0], atol=2e-6)   # step-squared error
fd_full = difference_force(index, 0)
assert abs(fd_full - F_sym[0, 0]) < 2e-6

# ---------- output ----------
def vec(v, digits=4):
    return ' '.join(f'{x + 0.0:+.{digits}f}' for x in v)

def cvec(v):
    return '  '.join(f'{z.real:+.5f}{z.imag:+.5f}i' for z in v)

print('cell edges a, b, c (bohr):', cell)
print('cutoff (hartree):', cutoff, ' kT (hartree):', kT, ' electrons per cell:', electrons)
print('local well depth (hartree), width (bohr):', well_depth, well_width)
print('projector energies s, p, d (hartree):', strength)
print('projector widths s, p, d (bohr):', width)
print('operations in the group:', len(group))
for a in range(4):
    print(f'atom {a+1} position (cell fractions):', vec(tau[a], 2),
          f' screw sends it to atom {image[a]+1}, L =', shift[a])
print('mesh:', mesh, ' points:', n_mesh, ' wedge points:', len(wedge),
      ' without time reversal:', len(stars(False)))
print('wedge star sizes:', [n for _, n in wedge])
print('plane waves at general k:', len(q))
print('chemical potential (hartree):', f'{mu:.6f}')
print('screw rotation matrix, d block, order xy yz z2 xz x2-y2:')
for row in rotation_matrix(W)[4:, 4:]:
    print('   ', vec(row, 0))
print('general k (reciprocal fractions):', vec(k_gen), ' rotated:', vec(W @ k_gen))
print('lowest energy at general k (hartree):', f'{e[0]:.6f}')
phase2 = np.exp(-2j*np.pi*(W @ k_gen) @ shift[1])
print('lattice phase for atom 2 -> 3:', cvec([phase2]))
print('p projections x y z, atom 2, at k:  ', cvec(P0[10:13]))
P_formula = projection_transform(W, t, k_gen) @ P0
q_rot = q @ W.T
P_direct = projectors(q_rot, tau) @ (np.exp(-1j*q_rot @ (t/4*cell))*state)
print('atom 3 at rotated k, from formula:  ', cvec(P_formula[19:22]))
print('atom 3 at rotated k, plane-wave sum:', cvec(P_direct[19:22]))
print(f'largest error, rotated state: {err_state:.1e}')
print(f'largest error, separate diagonalizations: {err_density:.1e}')
print(f'lattice phase omitted: same-atom error {same_atom:.1e},',
      f'interatomic error {between_atoms:.4f}')
print('forces in millihartree/bohr, components x y z')
for a in range(4):
    print(f'atom {a+1} raw wedge:', vec(1e3*F_wedge[a]),
          '  symmetrized:', vec(1e3*F_sym[a]))
print('atom 1 full mesh:', vec(1e3*F_full[0]))
print('atom 1 with inverse permutation mistaken:', vec(1e3*F_wrong[0]))
print('atom 1 x force by finite difference:', f'{1e3*fd_full:+.4f}')
print(f'largest wedge-to-full difference after symmetrizing (hartree/bohr): {err_sym:.1e}')
to_ev = (constants.physical_constants['Hartree energy in eV'][0]
         / (constants.physical_constants['Bohr radius'][0]*1e10))
print('atom 1 force magnitude:', f'{1e3*np.linalg.norm(F_sym[0]):.4f} millihartree/bohr =',
      f'{to_ev*np.linalg.norm(F_sym[0]):.5f} eV/angstrom')
print('checks complete')
```

Output:

```
cell edges a, b, c (bohr): [8. 8. 9.]
cutoff (hartree): 3.5  kT (hartree): 0.01  electrons per cell: 16.0
local well depth (hartree), width (bohr): 1.2 1.2
projector energies s, p, d (hartree): [ 0.8 -0.5  0.3]
projector widths s, p, d (bohr): [0.8 0.9 1. ]
operations in the group: 8
atom 1 position (cell fractions): +0.15 +0.15 +0.00  screw sends it to atom 2, L = [0 0 0]
atom 2 position (cell fractions): +0.35 +0.65 +0.25  screw sends it to atom 3, L = [-1  0  0]
atom 3 position (cell fractions): +0.85 +0.85 +0.50  screw sends it to atom 4, L = [-1  1  0]
atom 4 position (cell fractions): +0.65 +0.35 +0.75  screw sends it to atom 1, L = [0 1 1]
mesh: [5 5 3]  points: 75  wedge points: 12  without time reversal: 13
wedge star sizes: [1, 2, 4, 8, 4, 8, 4, 8, 8, 16, 4, 8]
plane waves at general k: 177
chemical potential (hartree): 0.053743
screw rotation matrix, d block, order xy yz z2 xz x2-y2:
    -1 +0 +0 +0 +0
    +0 +0 +0 +1 +0
    +0 +0 +1 +0 +0
    +0 -1 +0 +0 +0
    +0 +0 +0 +0 -1
general k (reciprocal fractions): +0.2000 +0.4000 +0.3333  rotated: -0.4000 +0.2000 +0.3333
lowest energy at general k (hartree): -0.204332
lattice phase for atom 2 -> 3: -0.80902-0.58779i
p projections x y z, atom 2, at k:   +0.04703-0.09295i  -0.10757+0.06610i  +0.21336-0.21239i
atom 3 at rotated k, from formula:   -0.12588-0.00976i  -0.09268+0.04756i  -0.29745+0.04642i
atom 3 at rotated k, plane-wave sum: -0.12588-0.00976i  -0.09268+0.04756i  -0.29745+0.04642i
largest error, rotated state: 3.0e-16
largest error, separate diagonalizations: 3.9e-15
lattice phase omitted: same-atom error 3.0e-14, interatomic error 0.1511
forces in millihartree/bohr, components x y z
atom 1 raw wedge: +79.5639 +81.4992 +25.0474   symmetrized: +76.5244 +76.5244 -0.0000
atom 2 raw wedge: -72.2514 +71.9296 -7.7929   symmetrized: -76.5244 +76.5244 +0.0000
atom 3 raw wedge: -80.4174 -78.4670 +12.1021   symmetrized: -76.5244 -76.5244 +0.0000
atom 4 raw wedge: +73.1050 -74.9619 -29.3566   symmetrized: +76.5244 -76.5244 -0.0000
atom 1 full mesh: +76.5244 +76.5244 +0.0000
atom 1 with inverse permutation mistaken: +38.2622 +38.2622 -0.0000
atom 1 x force by finite difference: +76.5244
largest wedge-to-full difference after symmetrizing (hartree/bohr): 1.9e-16
atom 1 force magnitude: 108.2219 millihartree/bohr = 5.56499 eV/angstrom
checks complete
```
